# Cyclotron energy and Landau degeneracy of a two-dimensional electron at 10 tesla

**The question**

An electron moves in the plane of a two-dimensional channel. Its band is parabolic and isotropic, with effective mass $m=0.5$ electron masses. A uniform magnetic field of 10 T points along $+z$, perpendicular to the plane. Disorder and the interaction between electrons are neglected. Until part (f) a single species is considered, meaning one spin direction in one valley, and its constant spin and valley energy is taken as the zero of energy.

Use Hartree atomic units, $\hbar=e=m_e=1$, in which the electron has charge $-1$. The atomic unit of magnetic field is $2.35052\times10^{5}$ T. For the main results use also 1 hartree = 27.21 eV and 1 bohr = $5.292\times10^{-9}$ cm.

## (a) The classical orbit

*Express the field in atomic units. Find the angular frequency at which the velocity of a classical electron turns.*

**Answer.** The field is

$$B=\frac{10}{2.35052\times10^{5}}=4.254\times10^{-5}\ \text{a.u.}$$

The force on a charge $-1$ is $-\mathbf v\times\mathbf B$. With $\mathbf B=(0,0,B)$ the cross product is $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$, so that

$$m\dot v_x=-Bv_y,\qquad m\dot v_y=+Bv_x .$$

Combine the two equations through $u=v_x+iv_y$:

$$m\dot u=-Bv_y+iBv_x=iB(v_x+iv_y)=iBu .$$

The solution is $u(t)=u(0)\,e^{i\omega_ct}$ with

$$\omega_c=\frac{B}{m}.$$

The speed $|u|$ stays constant and the velocity turns counterclockwise. The frequency does not depend on the speed: a faster electron runs round a larger circle in the same time. In SI units the same result reads $\omega_c=eB/m$, where $m$ is the full effective mass in kilograms.

## (b) The quantum levels

*Find the energy levels in the gauge $\mathbf A=(0,Bx,0)$. Give the cyclotron energy, defined as the spacing of neighbouring levels, and the energy of the lowest level.*

**Answer.** The gauge is correct, since $\partial_xA_y-\partial_yA_x=B$. For charge $q$ the kinetic momentum is $\mathbf p-q\mathbf A$, which is $\mathbf p+\mathbf A$ for $q=-1$. Hence

$$H=\frac{p_x^2+(p_y+Bx)^2}{2m}.$$

The coordinate $y$ does not appear in $H$, so $p_y$ is conserved and we may take $\psi=e^{iky}\varphi(x)$. Then $p_y$ becomes the number $k$, and

$$\frac{(k+Bx)^2}{2m}=\frac{B^2}{2m}\left(x+\frac kB\right)^2=\frac12m\omega_c^2(x-x_k)^2,\qquad x_k=-\frac kB .$$

This is a harmonic oscillator centred at $x_k$, and its frequency is the classical $\omega_c=B/m$.

To obtain its levels, let $\xi=x-x_k$ and define the magnetic length $\ell=1/\sqrt B$, so that $\omega_c=1/(m\ell^2)$. Introduce

$$a=\frac1{\sqrt2}\left(\frac{\xi}{\ell}+i\ell p_x\right),\qquad a^\dagger=\frac1{\sqrt2}\left(\frac{\xi}{\ell}-i\ell p_x\right).$$

From $[\xi,p_x]=i$ it follows that $[a,a^\dagger]=1$ and

$$a^\dagger a=\frac12\left(\frac{\xi^2}{\ell^2}+\ell^2p_x^2+i[\xi,p_x]\right)=\frac12\left(\frac{\xi^2}{\ell^2}+\ell^2p_x^2-1\right).$$

Multiplying by $\omega_c$ and rearranging gives

$$H_k=\omega_c\left(a^\dagger a+\tfrac12\right).$$

Let $a^\dagger a\varphi=\nu\varphi$ with $\varphi$ normalized. Then $\nu$ is the squared norm of $a\varphi$ and cannot be negative. The commutator shows that $a\varphi$ has eigenvalue $\nu-1$, unless it vanishes. Repeated lowering would reach negative values if it did not stop, and it stops when the eigenvalue is zero. Therefore $\nu=n=0,1,2,\dots$, and $a^\dagger$ generates all these values from the lowest state:

$$E_n=\left(n+\tfrac12\right)\omega_c .$$

The condition $a\varphi=0$ is a first-order differential equation with the single solution $\varphi_0\propto e^{-\xi^2/2\ell^2}$. Two independent states with the same $n$ would be lowered to two independent states with $n=0$, which do not exist. For given $k$ each level thus occurs once.

The cyclotron energy is

$$\omega_c=\frac{4.2544\times10^{-5}}{0.5}=8.509\times10^{-5}\ \text{hartree},$$

which is 2.315 meV. The lowest level lies at half of this, $4.254\times10^{-5}$ hartree above the band edge at zero field. The magnetic length, which is the scale of the lowest orbit, is $\ell=153.3$ bohr.

The energy does not depend on $k$. The wave number moves the orbit sideways without changing its energy, and this is the origin of the degeneracy.

## (c) Counting the states of one level

*A sample has sides $L_x$ and $L_y$, both much longer than $\ell$, and is periodic along $y$. Find the number of states per area in one level. Evaluate it, and discuss a square of side 10000 bohr.*

**Answer.** Periodicity along $y$ requires $e^{ikL_y}=1$, so $k=2\pi j/L_y$ with integer $j$. Neighbouring values of $k$ differ by $2\pi/L_y$. Since $x_k=-k/B$, neighbouring centres are separated by

$$\Delta x=\frac{2\pi}{BL_y}.$$

We count the orbits whose centres lie inside the sample, whose width is $L_x$. A hard wall also allows states centred beyond it, but at higher energy, and these are left out. The number of centres inside is

$$N=\frac{L_x}{\Delta x}=\frac{BL_xL_y}{2\pi},$$

and the degeneracy per area is

$$n_L=\frac{N}{L_xL_y}=\frac{B}{2\pi}=\frac1{2\pi\ell^2}.$$

In SI units this is $eB/h$. The mass has dropped out: it sets the spacing of the levels but not their capacity. One state occupies the area $2\pi/B$, through which the flux $2\pi$ passes. This is the flux quantum $h/e$ in atomic units.

With the field from part (a),

$$n_L=\frac{4.2544\times10^{-5}}{2\pi}=6.771\times10^{-6}\ \text{bohr}^{-2}.$$

Dividing by $(5.292\times10^{-9}\ \text{cm})^2$ per square bohr gives $2.418\times10^{11}\ \text{cm}^{-2}$. The area per state is $1.477\times10^{5}$ bohr$^2$.

The square of side 10000 bohr has area $10^8$ bohr$^2$, so the formula gives 677.1 states per level. A number of states is an integer; the fraction shows that the formula is an estimate for a sample with edges. The centres are $10000/677.1=14.8$ bohr apart, much less than $\ell$. The orbits therefore overlap strongly in $x$, but they remain orthogonal because their factors $e^{iky}$ differ.

Near an edge the wall disturbs the oscillator, and the energy there is no longer that of part (b). About $2\times153.3/14.8\approx21$ centres lie within one magnetic length of either edge, some 3 per cent of the total. This fraction is $2\ell/L_x$. The disturbance reaches somewhat farther than one magnetic length. At a hard wall the lowest level lies at $0.73\,\omega_c$ for a centre at distance $\ell$ and at $0.52\,\omega_c$ at distance $2\ell$. About 45 states of the lowest level, and about 66 of the level $n=2$, whose orbits are larger, are raised by more than 1 per cent of $\omega_c$. For a given level the disturbed fraction is still proportional to $\ell/L_x$ and vanishes for a wide sample.

## (d) A surface without edges

*Let a square of side $L$ be closed in both directions. Show that the flux through it must be $2\pi N$ with integer $N$, and find the number of states in each level.*

*The problem was also solved numerically on a grid of $24\times24$ points, by diagonalizing the matrix in which each derivative is replaced by hops between neighbouring points, with the field entering as phases of the hops. The table gives the number of states found in each of the three lowest levels, and the spacing of the two lowest. Explain both columns.*

| $N$ | $L$ (bohr) | States per level | Spacing$/\omega_c$ |
|---|---|---|---|
| 3 | 665.6 | 3, 3, 3 | 0.9918 |
| 5 | 859.3 | 5, 5, 5 | 0.9864 |
| 8 | 1087.0 | 8, 8, 8 | 0.9783 |

**Answer.** Along $y$ we can require $\psi(x,y+L)=\psi(x,y)$. Along $x$ plain periodicity fails, because a shift by $L$ changes $A_y$ by $BL$. A phase compensates this change:

$$\psi(x+L,y)=e^{-iBLy}\,\psi(x,y).$$

Indeed, $p_y$ acting on the phase produces $-BL$, which cancels the added $+BL$ in $p_y+B(x+L)$. The two conditions agree only if the phase is itself periodic in $y$, so $e^{-iBL^2}=1$, or

$$BL^2=2\pi N .$$

Now expand in waves along $y$, $\psi=\sum_je^{2\pi ijy/L}\varphi_j(x)$. The phase is $e^{-2\pi iNy/L}$, which lowers the index of each wave by $N$. Comparing coefficients gives

$$\varphi_j(x+L)=\varphi_{j+N}(x).$$

The functions $\varphi_0,\dots,\varphi_{N-1}$ can be chosen freely, and all others are shifted copies of them. The pieces of the copies in $0<x<L$ join to cover the whole line, so each free function must be normalizable on the whole line. It obeys the oscillator equation of part (b), which has one solution for each $n$. Every level therefore holds $N=BL^2/2\pi$ states, with no edge correction. This is the count in the table.

The spacing falls below $\omega_c$ because of the grid. Let $d=L/24$ be its step and let $\pi_x=p_x$, $\pi_y=p_y+Bx$. A hop over one step is $e^{\pm id\pi}$, so the grid replaces each $\pi^2/2m$ by

$$\frac{1-\cos(d\pi)}{md^2}=\frac{\pi^2}{2m}-\frac{d^2\pi^4}{24m}+\dots$$

To leading order the energy shifts by the mean of the second term. For fixed $k$, $\pi_y=B\xi=(a+a^\dagger)/(\sqrt2\,\ell)$. Acting twice with $a+a^\dagger$ on the state $n$ gives

$$\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle .$$

Its squared norm is $n(n-1)+(2n+1)^2+(n+1)(n+2)=3(2n^2+2n+1)$. Hence $\langle\pi_y^4\rangle=\tfrac34B^2(2n^2+2n+1)$. For $\pi_x=i(a^\dagger-a)/(\sqrt2\,\ell)$ only signs change, and the mean is the same. The sum of both directions gives

$$\delta E_n=-\frac{d^2}{24m}\cdot2\cdot\frac34B^2(2n^2+2n+1)=-\omega_c\frac{Bd^2}{16}(2n^2+2n+1).$$

The bracket is 1 for $n=0$ and 5 for $n=1$, so the spacing becomes $\omega_c(1-Bd^2/4)$. For $N=3$ the step is $665.6/24=27.7$ bohr and $Bd^2/4=0.0082$, which gives 0.9918. For $N=8$ the step is 45.3 bohr and the same formula gives 0.978. The deviation belongs to the grid and disappears as $d\to0$; the number of states in the low levels of the table does not suffer from it.

## (e) Comparison with zero field

*Find the density of states at zero field and relate it to $n_L$ and $\omega_c$. Then let the electrons fill $M$ levels and a fraction $f$ of the next, at zero temperature. By how much does the field change their energy per area, at fixed electron density?*

**Answer.** At zero field the states are plane waves with $E=k^2/2m$. In a periodic square of side $L$ each occupies an area $(2\pi/L)^2$ of the $k$ plane. Those below energy $E$ fill a disc of area $\pi k^2=2\pi mE$, so their number per area is

$$\frac{2\pi mE}{(2\pi)^2}=\frac{mE}{2\pi}.$$

The density of states is the derivative,

$$D=\frac m{2\pi}=0.0796\ \text{hartree}^{-1}\,\text{bohr}^{-2},$$

independent of energy. From parts (b) and (c),

$$\frac{n_L}{\omega_c}=\frac{B/2\pi}{B/m}=\frac m{2\pi}=D .$$

An energy interval of width $\omega_c$ therefore contained as many states before the field was applied as one level holds afterwards. The level $E_n$ lies at the middle of the interval from $n\omega_c$ to $(n+1)\omega_c$. The field gathers the states of each interval at its centre. As $B\to0$ the levels become dense and each holds fewer states, while their ratio stays at $D$.

For the energy, write the electron density as $n_e=(M+f)n_L$ with $0\le f\le1$. With the field,

$$U_B=n_L\omega_c\left[\sum_{n=0}^{M-1}\left(n+\tfrac12\right)+f\left(M+\tfrac12\right)\right]=n_L\omega_c\left[\frac{M^2}2+fM+\frac f2\right].$$

Without the field, the states are filled up to $E_F=n_e/D$, and

$$U_0=\int_0^{E_F}DE\,dE=\frac{n_e^2}{2D}=n_L\omega_c\frac{(M+f)^2}2,$$

where $D=n_L/\omega_c$ was used. In the difference the terms $M^2/2$ and $fM$ cancel:

$$U_B-U_0=\frac12n_L\omega_c\,f(1-f).$$

The energy is unchanged when the last level is full, because moving the states of a full interval to its centre preserves their mean energy. For a partly filled level it is higher, by at most $n_L\omega_c/8$ at $f=\tfrac12$. The electrons would have taken the lower part of the interval, and the field has lifted them to its centre. The orbital motion thus never lowers the energy in this model.

## (f) Spin, valleys and the limits of the result

*Add the spin energy with $g=2$. Where do the levels of the two spin directions lie, and what is the degeneracy of each? State the conditions under which the levels can be resolved.*

**Answer.** The Bohr magneton is $\tfrac12$ in atomic units, so a spin projection $s/2$ with $s=\pm1$ adds the energy $g\cdot\tfrac12\cdot B\cdot s/2=gBs/4$. It contains the free electron mass, through the magneton, while $\omega_c$ contains the effective mass. With $B=m\omega_c$,

$$E_{n,s}=\omega_c\left(n+\frac12+\frac{gm}4s\right).$$

For $g=2$ and $m=0.5$ the last term is $\pm\tfrac14$. The levels lie at $\tfrac14,\tfrac34,\tfrac54,\tfrac74,\dots$ times $\omega_c$, evenly spaced by $\omega_c/2=4.254\times10^{-5}$ hartree. Each holds the single-species density $2.418\times10^{11}\ \text{cm}^{-2}$. The spacing within one species is still $\omega_c$.

If the spin energy were negligible, the two ladders would coincide and each level would hold twice as much, $4.836\times10^{11}\ \text{cm}^{-2}$. They also coincide, apart from the lowest level, for $g=2$ and $m=1$, where the spin splitting equals $\omega_c$. Valleys follow the same rule: degeneracies add where levels coincide, and a valley-dependent energy shifts the ladders against each other. This separates them unless the shift brings levels into coincidence again, as a shift by a whole multiple of $\omega_c$ does for all but the lowest levels.

The levels are clearly resolved when the spacing between neighbours is much larger than their width. Temperature does not change the levels of this model, but it spreads the electrons over them. Disorder gives the levels a width $\Gamma$. Let $\tau$ be the lifetime against scattering by short-range disorder at zero field. The field packs the states of an interval $\omega_c$ into the width $\Gamma$, which raises the density of final states and the scattering rate by about $\omega_c/\Gamma$. Setting $\Gamma\sim(1/\tau)(\omega_c/\Gamma)$ gives $\Gamma\sim\sqrt{\omega_c/\tau}$, which is larger than $1/\tau$ when $\omega_c\tau>1$. The ladder of one species therefore requires $\omega_c\tau\gg1$: the electron must turn through many radians before it is scattered. The ratio of width to spacing falls only as $1/\sqrt{\omega_c\tau}$. Sharp steps in the occupation require $k_BT\ll\omega_c$. With both spins present, the width and $k_BT$ must be small against the smaller spacing $\omega_c/2$.

These conditions hold for independent electrons. The interaction neglected here has the scale $1/(\epsilon\ell)$, where $\epsilon$ is the dielectric constant of the surroundings. For $\epsilon=10$ this is $6.5\times10^{-4}$ hartree, nearly eight times $\omega_c$. In a real channel with these parameters the interaction can therefore change the level energies considerably, and the positions found above belong to the model without it.

The even spacing also rests on the parabolic band. A band that flattens with energy has levels that move closer together, as the grid in part (d) shows: there the correction grows with $n$ and with $(d/\ell)^2$.

All numerical values are calculated from the stated model.
